# Absorption cross section from the polarizability: work and forward scattering: a numerical check

```python
"""
Result under test: a small target with dipole d = alpha(omega) * E_incident removes
energy from a light beam with the cross section
    sigma_ext = (4 pi omega / c) Im alpha(omega).
Elastic scattering takes sigma_sc = (8 pi / 3) k^4 |alpha|^2 of it, with k = omega/c,
and sigma_abs = sigma_ext - sigma_sc is truly absorbed.
Algebra in atomic units (Gaussian form), time factor exp(-i omega t).
Atom: nonrelativistic hydrogen, fixed nucleus, dipole approximation.
Printed numbers are in eV and angstrom (A).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
C = 1.0 / const.fine_structure
HBAR_C = C * HARTREE * BOHR
E_GROUND = -0.5


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- hydrogen p channel in a Sturmian basis ----------
def sturmian(size, lam):
    """Hamiltonian, overlap and source <S_n | r u_1s> for l = 1.

    S_n ~ (2 lam r)^2 exp(-lam r) L_n^3(2 lam r); lam may be complex, and
    then no complex conjugate is taken in the matrix elements."""
    n = np.arange(size)
    off = -np.sqrt((n[:-1] + 1.0) * (n[:-1] + 4.0))
    overlap = (np.diag(2.0 * n + 4) + np.diag(off, 1) + np.diag(off, -1)) / (2 * lam)
    ham = -0.5 * lam**2 * overlap + np.diag(lam * (n + 2) - 1)
    h = (n + 1.0) * (n + 2.0) * (n + 3.0)
    s = (lam + 1) / (2 * lam)
    q = s - 1
    integral = (n + 4) * q**n / s**(n + 5.0) - n * q**np.maximum(n - 1, 0) / s**(n + 4.0)
    return ham, overlap, 2 / (2 * lam)**3 * np.sqrt(h) * integral


H_C, S_C, B_C = sturmian(100, np.exp(-0.8j))


def polarizability(omega):
    total = 0
    for sign in (1, -1):
        matrix = H_C - (E_GROUND + sign * omega) * S_C
        total += B_C @ np.linalg.solve(matrix, B_C) / 3
    return total


def sigma_from_alpha(omega):
    return 4 * np.pi * omega / C * polarizability(omega).imag


def sigma_golden_rule(omega):
    """Photoionization from an explicit energy-normalized Coulomb wave."""
    p = np.sqrt(2 * (omega + E_GROUND))
    x, w = np.polynomial.legendre.leggauss(80)
    r, w = 22.5 * (x + 1), 22.5 * w
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / p, p * ri))) for ri in r])
    radial = np.sum(w * np.sqrt(2 / (np.pi * p)) * wave * 2 * r**2 * np.exp(-r))
    return 4 * np.pi**2 * omega / C * radial**2 / 3


alpha_static = polarizability(0.0)
assert close(alpha_static, 4.5, 1e-8)
print(f"hbar c = {HBAR_C:.3f} eV A")
print(f"ionization energy = {-E_GROUND * HARTREE:.4f} eV")
print(f"static polarizability = {alpha_static.real * BOHR**3:.5f} A^3")

print("Hydrogen above threshold:")
for energy in (14.0, 20.0, 40.0):
    om = energy / HARTREE
    al = polarizability(om)
    sig, gold = sigma_from_alpha(om), sigma_golden_rule(om)
    assert close(sig, gold, 1e-6)
    scat = 8 * np.pi / 3 * (om / C)**4 * abs(al)**2
    assert scat < 1e-4 * sig
    print(f"photon energy = {energy:.1f} eV")
    print(f"  Re alpha = {al.real * BOHR**3:.6f} A^3")
    print(f"  Im alpha = {al.imag * BOHR**3:.6f} A^3")
    print(f"  sigma from Im alpha   = {sig * BOHR**2:.7f} A^2")
    print(f"  sigma by golden rule  = {gold * BOHR**2:.7f} A^2")
    print(f"  elastic scattering    = {scat * BOHR**2:.3e} A^2")
    print(f"  k times Bohr radius   = {om / C:.5f}")

# ---------- energy gained from a weak pulse, by time propagation ----------
H_R, S_R, B_R = sturmian(150, 1.0)
levels, vectors = eigh(H_R, S_R)
dipoles = vectors.T @ B_R / np.sqrt(3)
keep = levels < 2.0
gaps, z_kept = levels[keep] - E_GROUND, dipoles[keep]

centre, spread = 20.0 / HARTREE, 0.6 / HARTREE
tau = 1 / (np.sqrt(2) * spread)
field_unit = HARTREE / BOHR          # volt per angstrom
peak_field = 0.005 / field_unit


def field(t):
    return peak_field * np.exp(-t**2 / (2 * tau**2)) * np.cos(centre * t)


def rate(t, y):
    coupling = z_kept * np.exp(1j * gaps * t)
    out = np.empty_like(y)
    out[0] = np.vdot(coupling, y[1:])
    out[1:] = coupling * y[0]
    return -1j * field(t) * out


times = np.linspace(-7 * tau, 7 * tau, 9001)
dt = times[1] - times[0]
state = np.zeros(len(gaps) + 1, complex)
state[0] = 1
for t in times[:-1]:
    k1 = rate(t, state)
    k2 = rate(t + dt / 2, state + dt / 2 * k1)
    k3 = rate(t + dt / 2, state + dt / 2 * k2)
    k4 = rate(t + dt, state + dt * k3)
    state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
gain = np.sum(abs(state[1:])**2 * gaps)

freqs = np.linspace(centre - 6 * spread, centre + 6 * spread, 121)
dw = freqs[1] - freqs[0]
pulse = field(times)
spectrum = np.array([np.sum(pulse * np.exp(1j * w * times)) * dt for w in freqs])
spectral_fluence = C / (4 * np.pi**2) * abs(spectrum)**2
fluence = C / (4 * np.pi) * np.sum(pulse**2) * dt
assert close(np.sum(spectral_fluence) * dw, fluence, 1e-6)
predicted = np.sum(spectral_fluence * np.array([sigma_from_alpha(w) for w in freqs])) * dw
assert close(gain, predicted, 1e-4)
print("Weak pulse on hydrogen:")
print(f"  centre = {centre * HARTREE:.1f} eV, rms spread = {spread * HARTREE:.1f} eV")
print(f"  peak field = {peak_field * field_unit:.3f} V/A")
print(f"  fluence = {fluence * HARTREE / BOHR**2:.5e} eV/A^2")
print(f"  energy gain, propagated     = {gain * HARTREE:.5e} eV")
print(f"  energy gain from Im alpha   = {predicted * HARTREE:.5e} eV")
print(f"  gain / fluence = {gain / fluence * BOHR**2:.6f} A^2")


# ---------- energy flux of exact dipole fields through spheres ----------
def dipole_fields(n, r, k, d):
    along = (n @ d)[..., None] * n
    phase = np.exp(1j * k * r)
    e = phase * (k**2 * (d - along) / r + (3 * along - d) * (1 / r**3 - 1j * k / r**2))
    b = phase * k**2 * np.cross(n, d) / r * (1 - 1 / (1j * k * r))
    return e, b


def flux_cross_sections(r, k, alpha):
    """Extinction and scattering from the Poynting flux, per incident intensity."""
    mu, w = np.polynomial.legendre.leggauss(60)
    phi = 2 * np.pi * np.arange(16) / 16
    m, f = np.meshgrid(mu, phi, indexing="ij")
    sin = np.sqrt(1 - m**2)
    n = np.stack([sin * np.cos(f), sin * np.sin(f), m], axis=-1)
    area = r**2 * w[:, None] * 2 * np.pi / 16
    wave = np.exp(1j * k * r * m)[..., None]
    ei, bi = wave * np.array([1, 0, 0]), wave * np.array([0, 1, 0])
    es, bs = dipole_fields(n, r, k, alpha * np.array([1, 0, 0]))
    mixed = np.cross(ei, bs.conj()) + np.cross(es, bi.conj())
    own = np.cross(es, bs.conj())
    return (-np.sum(area * np.sum(n * mixed, -1).real),
            np.sum(area * np.sum(n * own, -1).real))


k_test, bare = 1.0, 0.4 + 0.9j
x_axis = np.array([1.0, 0, 0])
near, _ = dipole_fields(np.array([0.6, 0, 0.8]), 0.01, k_test, x_axis)
assert np.allclose(near.imag, 2 / 3 * k_test**3 * x_axis, atol=1e-3)
dressed = 1 / (1 / bare - 2j / 3 * k_test**3)
far_r = 1e6
far, _ = dipole_fields(np.array([0, 0, 1.0]), far_r, k_test, dressed * x_axis)
forward = far[0] * far_r * np.exp(-1j * k_test * far_r)
for radius in (2.0, 15.0):
    ext, sca = flux_cross_sections(radius, k_test, dressed)
    assert close(ext, 4 * np.pi / k_test * forward.imag, 1e-5)
    assert close(ext, 4 * np.pi * k_test * dressed.imag, 1e-9)
    assert close(sca, 8 * np.pi / 3 * k_test**4 * abs(dressed)**2, 1e-9)
    bare_formula = 4 * np.pi * k_test * bare.imag / abs(1 - 2j / 3 * k_test**3 * bare)**2
    assert close(ext - sca, bare_formula, 1e-9)
print("Model dipole, flux through a sphere (no units):")
print(f"  k^3 alpha0 = {bare:.2f}, k^3 alpha = {dressed:.5f}")
print(f"  k^2 sigma: ext {ext:.5f}, sc {sca:.5f}, abs {ext - sca:.5f}")

# ---------- the 1s-2p line with radiative and other losses ----------
w0, z2 = levels[0] - E_GROUND, dipoles[0]**2
assert close(w0, 3 / 8, 1e-9) and close(z2, 2**15 / 3**10, 1e-8)
k0 = w0 / C
width_rad = 4 * w0**3 * z2 / (3 * C**3)


def inverse_bare(omega, loss):
    return (w0**2 - omega**2 - 1j * loss * omega) / (2 * w0 * z2)


def peak_sections(ratio):
    al = 1 / (inverse_bare(w0, ratio * width_rad) - 2j / 3 * k0**3)
    total = 4 * np.pi * k0 * al.imag
    return total, 8 * np.pi / 3 * k0**4 * abs(al)**2


print("Hydrogen 1s-2p line:")
print(f"  energy = {w0 * HARTREE:.4f} eV")
print(f"  wavelength = {2 * np.pi / k0 * BOHR:.2f} A")
print(f"  squared dipole |z|^2 = {z2 * BOHR**2:.6f} A^2")
print(f"  radiative width = {width_rad * HARTREE:.4e} eV")
print("  peak cross sections in A^2, by loss/radiative width:")
for ratio in (0.0, 1.0, 99.0):
    ext, sca = peak_sections(ratio)
    assert close(sca / ext, 1 / (1 + ratio), 1e-9)
    absorbed = ext - sca
    if ratio == 0:
        assert close(ext, 6 * np.pi / k0**2, 1e-9)
        assert abs(absorbed) < 1e-9 * ext
        absorbed = abs(round(absorbed / ext, 9)) * ext   # remove rounding noise
    print(f"  {ratio:4.0f}: ext {ext * BOHR**2:.4e}, sc {sca * BOHR**2:.4e},"
          f" abs {absorbed * BOHR**2:.4e}")
ratios = np.logspace(-2, 2, 401)
kept = [np.subtract(*peak_sections(x)) for x in ratios]
best = ratios[int(np.argmax(kept))]
assert close(best, 1.0, 0.03)
print(f"  width ratio of largest absorption = {best:.2f}")

loss_width = 0.1 / HARTREE


def line_integrand(u):
    om = w0 + loss_width / 2 * np.tan(u)
    sig = 4 * np.pi * om / C * (1 / inverse_bare(om, loss_width)).imag
    return sig * loss_width / 2 / np.cos(u)**2


area_line = quad(line_integrand, -np.arctan(2 * w0 / loss_width), np.pi / 2,
                 limit=400)[0]
area_golden = 4 * np.pi**2 * w0 * z2 / C
assert close(area_line, area_golden, 1e-5)
unit = HARTREE * BOHR**2
print(f"  loss width for line area = {loss_width * HARTREE:.1f} eV")
print(f"  line area from Im alpha  = {area_line * unit:.6f} eV A^2")
print(f"  line area by golden rule = {area_golden * unit:.6f} eV A^2")

print("no test failed")
```

Running it gives:

```
hbar c = 1973.270 eV A
ionization energy = 13.6057 eV
static polarizability = 0.66683 A^3
Hydrogen above threshold:
photon energy = 14.0 eV
  Re alpha = -0.616593 A^3
  Im alpha = 0.655169 A^3
  sigma from Im alpha   = 0.0584123 A^2
  sigma by golden rule  = 0.0584123 A^2
  elastic scattering    = 1.718e-08 A^2
  k times Bohr radius   = 0.00375
photon energy = 20.0 eV
  Re alpha = -0.336128 A^3
  Im alpha = 0.173674 A^3
  sigma from Im alpha   = 0.0221202 A^2
  sigma by golden rule  = 0.0221202 A^2
  elastic scattering    = 1.266e-08 A^2
  k times Bohr radius   = 0.00536
photon energy = 40.0 eV
  Re alpha = -0.078533 A^3
  Im alpha = 0.012013 A^3
  sigma from Im alpha   = 0.0030601 A^2
  sigma by golden rule  = 0.0030601 A^2
  elastic scattering    = 8.928e-09 A^2
  k times Bohr radius   = 0.01073
Weak pulse on hydrogen:
  centre = 20.0 eV, rms spread = 0.6 eV
  peak field = 0.005 V/A
  fluence = 2.84737e-04 eV/A^2
  energy gain, propagated     = 6.32746e-06 eV
  energy gain from Im alpha   = 6.32747e-06 eV
  gain / fluence = 0.022222 A^2
Model dipole, flux through a sphere (no units):
  k^3 alpha0 = 0.40+0.90j, k^3 alpha = 0.15203+0.58784j
  k^2 sigma: ext 7.38699, sc 3.08853, abs 4.29846
Hydrogen 1s-2p line:
  energy = 10.2043 eV
  wavelength = 1215.02 A
  squared dipole |z|^2 = 0.155396 A^2
  radiative width = 4.1259e-07 eV
  peak cross sections in A^2, by loss/radiative width:
     0: ext 7.0487e+05, sc 7.0487e+05, abs 0.0000e+00
     1: ext 3.5244e+05, sc 1.7622e+05, abs 1.7622e+05
    99: ext 7.0487e+03, sc 7.0487e+01, abs 6.9782e+03
  width ratio of largest absorption = 1.00
  loss width for line area = 0.1 eV
  line area from Im alpha  = 0.456822 eV A^2
  line area by golden rule = 0.456822 eV A^2
no test failed
```
